\section*{Moliere and universal screening compared at equal reduced and physical distance}

\section{The problem}

When an implanted ion comes close to a target atom, the two nuclei repel each other through their electron clouds. A common model writes the pair energy as the bare Coulomb energy times a screening function,
\begin{equation}
V(r)=\frac{K Z_1Z_2}{r}\,\phi\!\left(\frac{r}{a}\right),\qquad K=\frac{e^2}{4\pi\varepsilon_0}=1.43996\ \mathrm{keV\,pm}.
\label{eq:V}
\end{equation}
Here $r$ is the distance between the nuclei, $a$ is a screening length and $x=r/a$ is the reduced radius. Two choices of $\phi$ are
\begin{align}
\phi_M(x)&=0.35\,e^{-0.3x}+0.55\,e^{-1.2x}+0.10\,e^{-6x},\label{eq:M}\\
\phi_U(x)&=0.1818\,e^{-3.2x}+0.5099\,e^{-0.9423x}\nonumber\\
&\quad+0.2802\,e^{-0.4028x}+0.02817\,e^{-0.2016x}.\label{eq:U}
\end{align}
The first is the Moliere function, the second the universal function. Each is used with its own length. Here Moliere takes the Firsov length $a_F$, and the universal function takes $a_U$:
\begin{equation}
a_F=\frac{C a_0}{(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}},\qquad
a_U=\frac{C a_0}{Z_1^{0.23}+Z_2^{0.23}},
\label{eq:lengths}
\end{equation}
with $C=(9\pi^2/128)^{1/3}=0.88534$ and the Bohr radius $a_0=52.9177$ pm.

The example is beryllium, an acceptor in InSb, implanted at roughly 100 keV. On its way to rest a Be ion ($Z_1=4$) meets an Sb atom ($Z_2=51$) head-on.

\begin{enumerate}
\item[(a)] Calculate $\phi_M(1)$ and $\phi_U(1)$ to three decimals, and their relative difference.
\item[(b)] Compare the two potentials for Be--Sb at the single distance $r=a_F$. Explain how the difference is related to the one in (a).
\item[(c)] Under what condition is the difference at equal distance larger than the difference at equal reduced radius? Does the condition hold at all distances for this pair?
\item[(d)] By how much do the two models disagree about the force at $r=a_F$, and about the turning point of a head-on collision of given energy?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item In (a) each function is a short sum. Evaluate it term by term and see which terms matter.
\item In (b) the Coulomb factor is the same for both models at equal $r$. Write down the argument that each screening function then has.
\item Go from one model to the other in two moves: first change the function at fixed argument, then change the argument at fixed function. Logarithms turn the two factors into a sum.
\item The second move is governed by the logarithmic slope $s(x)=-d\ln\phi/d\ln x$.
\item In (c) compare the squares of the two logarithms, which avoids a case distinction for signs.
\item In (d) the relative velocity vanishes at the turning point of a head-on collision, so the whole centre-of-mass energy is potential energy there.
\end{enumerate}

\section{Solution}

\subsection*{(a) The values at reduced radius one}

The terms of (\ref{eq:M}) and (\ref{eq:U}) at $x=1$, in the order written, give
\begin{align}
\phi_M(1)&=0.259286+0.165657+0.000248=0.42519,\\
\phi_U(1)&=0.007411+0.198724+0.187299+0.023027=0.41646.
\end{align}
To three decimals these are 0.425 and 0.416. The universal value is lower by 2.05\,\% of the Moliere value. In both sums the term with the fastest decay is the smallest. For Moliere it does not affect the third decimal, but for the universal function it contributes 0.007 and must be kept.

The Moliere sum is an approximation to the solution of the Thomas--Fermi equation $\phi''=\phi^{3/2}/\sqrt{x}$ with $\phi(0)=1$ and $\phi\to0$ at large $x$. Numerical solution of that equation gives 0.42401 at $x=1$, so the Moliere value is 0.3\,\% above it. The universal function is instead a fit to an average over many atom pairs, and has no reason to agree with the Thomas--Fermi value.

\subsection*{(b) The same distance for both models}

For Be--Sb the numerator in (\ref{eq:lengths}) is $Ca_0=0.88534\times52.9177\ \mathrm{pm}=46.85$ pm, and
\begin{align}
a_F&=\frac{46.85\ \mathrm{pm}}{(2+7.141)^{2/3}}=10.716\ \mathrm{pm},\\
a_U&=\frac{46.85\ \mathrm{pm}}{4^{0.23}+51^{0.23}}=12.182\ \mathrm{pm}.
\end{align}
Their ratio is $\lambda=a_U/a_F=1.1368$. Let $x=r/a_F$ from here on. The universal argument at the same $r$ is $r/a_U=x/\lambda$, and the Coulomb factor cancels:
\begin{equation}
\frac{V_U(r)}{V_M(r)}=\frac{\phi_U(x/\lambda)}{\phi_M(x)}.
\label{eq:ratio}
\end{equation}
At $r=a_F$ the Moliere argument is 1, but the universal argument is $1/1.1368=0.8797$, where $\phi_U=0.4537$. The bare Coulomb energy there is $1.43996\times204/10.7161=27.41$ keV, so
\begin{align}
V_M&=27.41\times0.42519=11.66\ \mathrm{keV},\\
V_U&=27.41\times0.45367=12.44\ \mathrm{keV}.
\end{align}
The universal potential is now higher, by 6.7\,\% of the Moliere potential. The difference has changed sign and is about three times as large as in (a).

To see where this comes from, insert $\phi_U(x)$ as an intermediate stage in the logarithm of (\ref{eq:ratio}):
\begin{equation}
\ln\frac{V_U}{V_M}=\underbrace{\ln\frac{\phi_U(x)}{\phi_M(x)}}_{S}+\underbrace{\ln\frac{\phi_U(x/\lambda)}{\phi_U(x)}}_{L}.
\label{eq:split}
\end{equation}
The shape term $S$ compares the functions at equal argument, as in (a). The length term $L$ belongs to the universal function alone and vanishes when $\lambda=1$. For a sum $\phi=\sum_i c_ie^{-b_ix}$ the logarithmic slope is
\begin{equation}
s(x)=-\frac{x}{\phi}\frac{d\phi}{dx}=\frac{x\sum_i c_ib_ie^{-b_ix}}{\sum_i c_ie^{-b_ix}}.
\label{eq:s}
\end{equation}
It is positive, because all $c_i$ and $b_i$ are positive. Since $d\ln\phi_U/dy=-s_U(y)/y$, integration from $x$ to $x/\lambda$ gives
\begin{equation}
L=-\int_x^{x/\lambda}\frac{s_U(y)}{y}\,dy=\int_{x/\lambda}^{x}\frac{s_U(y)}{y}\,dy .
\end{equation}
The substitution $y=xe^{-h}$, with $dy/y=-dh$, turns this into
\begin{equation}
L=\int_0^{\ln\lambda}s_U(xe^{-h})\,dh\approx s_U(x)\ln\lambda ,
\label{eq:L}
\end{equation}
where the last form holds to first order in $\ln\lambda$. Thus $L$ has the sign of $\ln\lambda$: a longer universal length means a smaller argument, weaker screening and a higher energy.

At $x=1$, $s_U=0.6989$ and $\ln\lambda=0.1282$, so the first-order estimate is $L\approx0.0896$. The full integral is 0.0856. The estimate is too high because $s_U$ decreases towards the smaller arguments over which the integral runs. With $S=-0.0207$,
\begin{equation}
\ln\frac{V_U}{V_M}=-0.0207+0.0856=0.0648,\qquad e^{0.0648}=1.067,
\end{equation}
where the last digit of the sum reflects rounding of the two terms. A length mismatch of 14\,\% has overridden a shape difference of 2\,\%.

Setting each reduced radius to one does not compare energies at one place. It puts the Moliere pair at 10.716 pm and the universal pair at 12.182 pm. The energies are then 11.66 and 10.04 keV, a difference of $-13.8$\,\% relative to Moliere. The ratio is $\phi_U(1)/[\lambda\,\phi_M(1)]$; the extra factor $1/\lambda$ comes from the Coulomb factor.

\subsection*{(c) When the difference is larger}

Measure the size of a difference by the absolute value of the logarithm of the ratio. The difference at equal distance is larger than that at equal reduced radius if $(S+L)^2>S^2$, that is, if
\begin{equation}
L\,(L+2S)>0 .
\label{eq:cond}
\end{equation}
If $L$ has the same sign as $S$, this is satisfied. If the signs are opposite, $L$ must exceed $2|S|$ in size; a smaller $L$ partly cancels $S$ or reverses it only weakly. At $x=1$ the threshold is $2|S|=0.041$, and $L=0.0856$ passes it.

The condition does not hold at all distances. For Be--Sb one finds
\begin{center}
\begin{tabular}{cccc}
$r/a_F$ & $S$ & $L$ & $S+L$\\
\hline
0.5 & $+0.0025$ & $+0.0516$ & $+0.0541$\\
1 & $-0.0207$ & $+0.0856$ & $+0.0648$\\
2 & $-0.0872$ & $+0.1417$ & $+0.0545$\\
5 & $-0.4190$ & $+0.2535$ & $-0.1655$
\end{tabular}
\end{center}
At $r/a_F=2$ and 5 the difference at equal distance is the smaller one. The length term grows outwards in the table, but from each row to the next the size of the shape term grows by a larger factor. From $r/a_F=1$ outwards in the table it has the opposite sign, so the two cancel in part.

Two limits complete the picture. As $r\to0$, both screening functions tend to the sums of their coefficients, 1 and 1.00007. The mismatch in length then has no effect, since $s_U\to0$, and the models agree; the remaining 0.007\,\% comes only from the rounding of the coefficients in (\ref{eq:U}). At very large $r$ the slowest exponential of each function survives, and
\begin{equation}
\ln\frac{V_U}{V_M}\to\ln\frac{0.02817}{0.35}+\left(0.3-\frac{0.2016}{\lambda}\right)x .
\end{equation}
With $\lambda=1.1368$ the bracket is positive, so the universal potential becomes the higher one again, beyond $r/a_F\approx17.5$ (about 188 pm), where the energy is about 3 eV. This is a property of the formulas and not of InSb: at such distances bonding, which neither function contains, decides the energy.

\subsection*{(d) Force and turning point}

Differentiating (\ref{eq:V}) gives one term from $1/r$ and one from $\phi$. With (\ref{eq:s}),
\begin{equation}
F=-\frac{dV}{dr}=\frac{V}{r}\,[1+s(r/a)] .
\label{eq:F}
\end{equation}
For Moliere at $r=a_F$, $s_M(1)=0.6540$ and $F_M=(11.655/10.716)\times1.6540=1.799$ keV/pm. The universal force is 1.900 keV/pm, which is 5.6\,\% higher. The excess is less than that of the energy because the universal function has the smaller slope at its own argument: from (\ref{eq:F}), $1+s_U=1.8998\times10.716/12.436=1.637$.

Now fix the centre-of-mass energy at 11.66 keV, so that the Moliere turning point is $a_F$. The universal turning point $r+\delta r$ obeys $V_U(r+\delta r)=V_M(r)$. Equation (\ref{eq:F}) means $d\ln V/d\ln r=-(1+s)$, so to first order
\begin{align}
\ln V_U(r)-(1+s_U)\frac{\delta r}{r}&=\ln V_M(r),\\
\frac{\delta r}{r}&=\frac{\ln(V_U/V_M)}{1+s_U}=\frac{0.0648}{1.637}=0.040 .
\end{align}
Solving the condition without expansion gives 11.147 pm, a shift of 4.0\,\%. The steepness of the potential makes the relative shift in distance smaller than the relative difference in energy.

For a target atom at rest, the centre-of-mass energy is the laboratory energy times $M_2/(M_1+M_2)$. The Be ion therefore needs
\begin{equation}
E_{\rm lab}=11.655\times\frac{9.012+121.76}{121.76}=12.5\ \mathrm{keV}.
\end{equation}

\subsection*{The model beside the real collision}

An ion implanted at roughly 100 keV passes through 12.5 keV while slowing down, so the chosen distance is within reach of such an implant. The model treats the pair as isolated, the collision as elastic and the screening as one function of reduced radius for all elements. The last assumption can be examined for this pair by using Hartree--Fock densities of free Be and Sb atoms, held frozen as they overlap, with electrostatic, Thomas--Fermi kinetic and Dirac exchange energies. At $r=a_F$ the three parts are 9.37, 3.10 and $-0.13$ keV, in total 12.34 keV. That is 5.9\,\% above Moliere and 0.8\,\% below universal. This reference leaves out relaxation of the densities, correlation, relativity and gradient corrections to the kinetic energy. These omissions can exceed the 0.8\,\%: a Hartree--Fock calculation of the BeSb$^+$ pair with relaxed orbitals, in one modest basis, gives roughly 12.2 keV, still nearer to universal than to Moliere. The universal function was also fitted to frozen-density calculations of this general kind, so its agreement with one is not independent evidence. Agreement at one distance for one pair does not rank the two functions in general.

The inelastic loss, estimated with Lindhard--Scharff stopping and the Oen--Robinson local form, is 0.16 keV, or 1.3\,\% of the laboratory energy. If all of it were taken from the centre-of-mass energy before the turning point, that point would move outwards by about $(0.164/11.655)/1.654=0.9$\,\%. An In neighbour of the Sb atom, at a rough bond length of 280 pm from the ion, adds about 0.3 eV in the universal model. An Sb atom in InSb has four such neighbours, and their sum of little more than 1 eV is still negligible here. Of the effects sized, the choice of screening matters most.

\section{Variation 1: two equal nuclei}

\textit{For which $Z_1=Z_2=Z$ is the difference at $r=a_F$ smaller than the 2\,\% found at equal reduced radius?}

For equal nuclei the denominators in (\ref{eq:lengths}) are $(2\sqrt Z)^{2/3}=2^{2/3}Z^{1/3}$ and $2Z^{0.23}$, so
\begin{equation}
\lambda=\frac{2^{2/3}Z^{1/3}}{2Z^{0.23}}=2^{-1/3}Z^{1/3-0.23}.
\end{equation}
Since $S<0$ at $x=1$, condition (\ref{eq:cond}) fails for $0<L<-2S$. The lower edge is $\lambda=1$. At the upper edge $S+L=-S$, which by (\ref{eq:split}) means
\begin{equation}
\frac{\phi_U(1/\lambda)}{\phi_M(1)}=\frac{\phi_M(1)}{\phi_U(1)},\qquad
\phi_U(1/\lambda)=\frac{0.42519^2}{0.41646}=0.4341 .
\end{equation}
The solution is $\lambda=1.0626$. Inverting $\lambda(Z)$ gives $Z=(2^{1/3}\lambda)^{1/(1/3-0.23)}$, and the edges become $9.36<Z<16.83$. Direct evaluation of both potentials for every integer $Z$ from 2 to 83 finds the smaller difference for $Z=10$ to 16, as predicted. Below this window the universal length is the shorter one and both terms are negative. Above it the length term is positive and large enough to dominate.

\section{Variation 2: Moliere with another length}

\textit{Keep Be--Sb and $r=10.716$ pm, but give the Moliere function the Lindhard length $a_L=Ca_0/(Z_1^{2/3}+Z_2^{2/3})^{1/2}$. What remains of the 6.7\,\%?}

The new length is $a_L=11.614$ pm. The Moliere argument falls from 1 to $10.716/11.614=0.923$, and the Moliere energy rises from 11.66 to 12.27 keV. The universal energy is still 12.44 keV, now 1.4\,\% above Moliere.

The split explains the drop. The length ratio is now $12.182/11.614=1.049$, with logarithm 0.048. Using the values of $S$ and $s_U$ at $x=1$ as an estimate,
\begin{equation}
\ln\frac{V_U}{V_M}\approx-0.0207+0.6989\times0.048=0.013,
\end{equation}
close to the computed $\ln(12.436/12.268)=0.014$. The closeness is partly a cancellation of errors: at the actual argument 0.923 the terms are $S=-0.0173$ and $L=+0.0309$. The length term is less than twice the shape term in size and of opposite sign, so the difference at equal distance is smaller than the 1.7\,\% at that reduced radius, and hence smaller than the 2.05\,\% of part (a). A statement that two screening functions differ by some percentage at a given distance is therefore incomplete until the length used with each is named. The numerical output lists the values for both conventions.

\section*{Table of computed values}
\begin{verbatim}
Moliere term c=0.35, b=0.3, value at x=1: 0.259286
Moliere term c=0.55, b=1.2, value at x=1: 0.165657
Moliere term c=0.1, b=6, value at x=1: 0.000248
universal term c=0.1818, b=3.2, value at x=1: 0.007411
universal term c=0.5099, b=0.9423, value at x=1: 0.198724
universal term c=0.2802, b=0.4028, value at x=1: 0.187299
universal term c=0.02817, b=0.2016, value at x=1: 0.023027
phi Moliere(1) = 0.42519, phi universal(1) = 0.41646
phi Thomas-Fermi(1), numerical = 0.42400
universal/Moliere - 1 at x=1 = -2.05 %
sum of universal coefficients = 1.00007
slopes s(1): Moliere 0.6540, universal 0.6989
length prefactor C = 0.88534, Bohr radius = 52.9177 pm
Coulomb constant e^2/(4 pi eps0) = 1.43996 keV pm
charges: Be 4, Sb 51, In 49; masses: Be 9.012, Sb 121.76 u
a_F = 10.7161 pm, a_U = 12.1822 pm, a_L = 11.6142 pm
lam = a_U/a_F = 1.13682, ln(lam) = 0.12823
at r=a_F: universal argument = 0.87965, phi_U = 0.45367
bare Coulomb energy at r=a_F = 27.412 keV
V Moliere = 11.655 keV, V universal = 12.436 keV
V_U/V_M - 1 at r=a_F = 6.70 %
first-order length term s_U(1) ln(lam) = 0.08962
r/a_F=0.5: ln ratio shape +0.0025, length +0.0516, total +0.0541
r/a_F=1: ln ratio shape -0.0207, length +0.0856, total +0.0648
r/a_F=2: ln ratio shape -0.0872, length +0.1417, total +0.0545
r/a_F=5: ln ratio shape -0.4190, length +0.2535, total -0.1655
Moliere with Lindhard length at same r: V = 12.268 keV
V_U/V_M - 1 with Lindhard length = 1.37 %
each at own x=1: V_U(a_U) = 10.042 keV, V_U(a_U)/V_M(a_F)-1 = -13.84 %
equal nuclei: smaller difference for 9.36 < Z < 16.83
integer Z found by scan: 10 to 16; upper lam limit 1.0626
force Moliere = 1.7990 keV/pm, universal = 1.8998 keV/pm
force ratio universal/Moliere - 1 = 5.61 %
universal turning point at energy V_M = 11.1466 pm
turning-point shift: exact 4.02 %, estimate 3.96 %
Be laboratory energy to reach r=a_F (Moliere) = 12.518 keV
frozen densities: V = 12.342 keV, screening = 0.4502
frozen parts: electrostatic 9.369, kinetic 3.099, exchange -0.126 keV
frozen relative to Moliere +5.9 %, to universal -0.8 %
estimated inelastic loss = 0.164 keV, 1.31 % of Be energy
neighbour In at 280 pm (rough): V universal = 0.000312 keV
\end{verbatim}
